# Valence-Band Anticrossing in Oxides with a Dressed Chalcogen Level: a numerical check

```python
# RESULT UNDER TEST: localized orbitals (energy E_L, coupling V) on a random
# fraction x of host sites raise the k=0 valence level to
#   E+ = [E_V + eps + sqrt((E_V-eps)^2 + 4 C^2 x)]/2,
# where eps = E_L+(1-x)V^2 g(eps), C^2 = Z V^2,
# Z = 1/(1-(1-x)V^2 g'(eps)), and g(E) is the mean of 1/(E-E_k), k not 0.
# Host: one orbital per site of a bcc anion lattice, band top E_V = 0.
# Energies are electron energies in eV, lengths in nm.
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import ellipk

rng = np.random.default_rng(12)
a_nm, host_mass, gap, permittivity = 0.427, 0.6, 2.1, 7.0
E_L, V = 0.20, 0.80
t = sc.hbar**2 / (2*host_mass*sc.m_e*(a_nm*1e-9)**2) / sc.e


def g_infinite(E):
    e = E + 8*t
    m = 0.5*(1 - np.sqrt(1 - (8*t/e)**2))
    return (2*ellipk(m)/np.pi)**2/e


def slope(f, E, step=1e-4):
    return (f(E+step) - f(E-step))/(2*step)


def dressed(x, g):
    eps = brentq(lambda E: E - E_L - (1-x)*V**2*g(E), E_L, 3)
    Z = 1/(1 - (1-x)*V**2*slope(g, eps))
    return eps, Z


def upper(host_energy, eps, coupling_squared):
    return 0.5*(host_energy + eps
                + np.sqrt((host_energy-eps)**2 + 4*coupling_squared))


def host_weight(eps, coupling_squared):
    return 0.5*(1 - eps/np.sqrt(eps**2 + 4*coupling_squared))


def pole(x, g, level, low, high):
    return brentq(lambda E: E*(E-level-(1-x)*V**2*g(E)) - x*V**2,
                  low, high)


# Explicit periodic host lattice; coordinates are in units of a/2.
L = 7
axis = np.arange(2*L)
xyz = np.array(np.meshgrid(axis, axis, axis, indexing="ij")).reshape(3, -1).T
xyz = xyz[np.all(xyz % 2 == xyz[:, :1] % 2, axis=1)]
N = len(xyz)
difference = (xyz[:, None, :] - xyz[None, :, :]) % (2*L)
neighbour = np.all((difference == 1) | (difference == 2*L-1), axis=2)
H = t*neighbour.astype(float) - 8*t*np.eye(N)
c = np.cos(np.pi*np.arange(L)/L)
product = (c[:, None, None]*c[None, :, None]*c[None, None, :]).ravel()
band = np.sort(np.r_[8*t*product, -8*t*product] - 8*t)
assert np.allclose(np.linalg.eigvalsh(H), band, atol=1e-9)
other_band = band[:-1]


def g_finite(E):
    return np.sum(1/(E-other_band))/N


# Host mass from numerical curvature of the band.
q = 0.01/(a_nm*1e-9)
band_q = 8*t*(np.cos(q*a_nm*1e-9/2) - 1)*sc.e
curvature_mass = -sc.hbar**2*q**2/(2*band_q)/sc.m_e
assert abs(curvature_mass/host_mass - 1) < 1e-4

# Infinite-lattice g against a midpoint sum over the Brillouin zone.
theta = (np.arange(80)+0.5)*np.pi/80
cc = np.cos(theta)
p = cc[:, None, None]*cc[None, :, None]*cc[None, None, :]
assert abs(np.mean(1/(0.4+8*t-8*t*p)) - g_infinite(0.4)) < 1e-7


def alloy(sites, level=E_L, site_shift=0.0):
    M = len(sites)
    A = np.zeros((N+M, N+M))
    A[:N, :N] = H
    A[sites, sites] += site_shift
    j = N + np.arange(M)
    A[j, j] = level
    A[sites, j] = V
    A[j, sites] = V
    return A


def top_level(A):
    n = len(A)
    return eigh(A, eigvals_only=True, subset_by_index=[n-1, n-1])[0]


# Ordered limits: one impurity per supercell, and an impurity on every site.
single = top_level(alloy(np.array([0])))
single_root = brentq(lambda E: E*(E-E_L-V**2*g_finite(E)) - V**2/N, E_L, 2)
assert abs(single-single_root) < 1e-9
full_edge = upper(0, E_L, V**2)
assert abs(top_level(alloy(np.arange(N))) - full_edge) < 1e-9

# Random alloys: weight of host plane waves in the upper branch.
wave0 = np.ones(N)/np.sqrt(N)
waves1 = np.exp(1j*np.pi*xyz/L)/np.sqrt(N)
E_k1 = 8*t*(np.cos(np.pi/L)-1)
samples = []
for M in (14, 34, 69):
    x = M/N
    weights, moments, second, tops = [], [], [], []
    weights1, moments1 = [], []
    for _ in range(10):
        sites = rng.choice(N, M, replace=False)
        energy, vector = eigh(alloy(sites), subset_by_index=[N-1, N+M-1])
        assert energy[0] < 1e-9 and energy[1] > E_L-1e-9
        assert energy[-1] < full_edge+1e-9
        energy, vector = energy[1:], vector[:N, 1:]
        w0 = (wave0 @ vector)**2
        w1 = np.sum(abs(waves1.conj().T @ vector)**2, axis=0)
        weights.append(w0.sum())
        moments.append(w0 @ energy)
        second.append(w0 @ energy**2)
        weights1.append(w1.sum())
        moments1.append(w1 @ energy)
        tops.append(energy[-1])
    centre = np.sum(moments)/np.sum(weights)
    centre1 = np.sum(moments1)/np.sum(weights1)
    width = np.sqrt(np.sum(second)/np.sum(weights)-centre**2)
    eps, Z = dressed(x, g_finite)
    predicted = upper(0, eps, x*Z*V**2)
    w_pred = host_weight(eps, x*Z*V**2)
    # Tolerances cover finite sampling and second-order disorder shifts.
    assert abs(centre-predicted) < 0.010, (x, centre, predicted)
    assert abs(np.mean(weights)/w_pred-1) < 0.06, (x, weights, w_pred)
    bare = upper(0, E_L, x*V**2)
    assert centre-bare > 0.10
    if M == 69:
        predicted_drop = predicted-upper(E_k1, eps, x*Z*V**2)
        assert abs((centre-centre1)-predicted_drop) < 0.008
        drop = centre-centre1
    samples.append((x, centre, predicted, np.mean(weights), w_pred,
                    width, np.mean(tops)))

# Mean and spread of the impurity matrix after removal of other host states.
M = 69
x = M/N
eps, Z = dressed(x, g_finite)
F = np.linalg.inv(eps*np.eye(N)-H) - 1/(N*eps)
rows = []
for _ in range(400):
    s = rng.choice(N, M, replace=False)
    rows.append(V**2*F[np.ix_(s, s)].sum(axis=1))
rows = np.array(rows)
mean_expected = V**2*g_finite(eps)*(N-M)/(N-1)
spread_expected = V**2*np.sqrt(x*(1-x)*(-slope(g_finite, eps)
                                       - g_finite(eps)**2))
spread_sampled = np.sqrt(np.mean((rows-mean_expected)**2))
assert abs(rows.mean()-mean_expected) < 0.0015
assert abs(spread_sampled/spread_expected-1) < 0.05

# A level deep below the valence edge.
deep_level, M = -2.0, 34
deep_prediction = pole(M/N, g_finite, deep_level, 1e-8, 0.5)
deep_sample = np.mean([top_level(alloy(rng.choice(N, M, replace=False),
                                      deep_level)) for _ in range(6)])
assert abs(deep_sample-deep_prediction) < 0.002

# Worked example in the infinite lattice.
x = 0.05
eps0, Z0 = dressed(0, g_infinite)
eps, Z = dressed(x, g_infinite)
C2x = x*Z*V**2
E_plus = upper(0, eps, C2x)
w = host_weight(eps, C2x)
root = pole(x, g_infinite, E_L, eps, 2)
assert abs(root-E_plus) < 0.003
step = 0.005
level_response = (pole(x, g_infinite, E_L+step, eps, 2)
                  - pole(x, g_infinite, E_L-step, eps-0.02, 2))/(2*step)
assert abs(level_response/(Z*(1-w))-1) < 0.05
Gamma = V**2*np.sqrt(x*(1-x)*(-slope(g_infinite, eps)-g_infinite(eps)**2))
branch_width = E_plus-upper(-16*t, eps, C2x)


# Changed energy U of the host orbital on the substituted site.
def shifted_level(U):
    return brentq(lambda E: E-E_L-V**2*g_infinite(E)/(1-U*g_infinite(E)),
                  E_L, 3)


U = 0.5
for sign in (-1, 1):
    numerical = top_level(alloy(np.array([0]), site_shift=sign*U))
    assert abs(numerical-shifted_level(sign*U)) < 0.002

# Rough inputs used only to size omitted effects.
so_impurity, so_host = 0.4, 0.13
deformation, expansion = 2.0, 0.1
bohr_nm = sc.physical_constants["Bohr radius"][0]*1e9
site_distance = np.sqrt(3)*a_nm/2

print(f"rough lattice constant {a_nm:.3f} nm; host mass {host_mass:.2f} m_e")
print(f"rough gap {gap:.2f} eV; relative permittivity {permittivity:.1f}")
print(f"chosen bare level {E_L:.2f} eV; coupling V {V:.2f} eV")
print(f"host hopping {t:.4f} eV; host band width {16*t:.3f} eV")
print(f"isolated dressed level {eps0:.4f} eV; Z {Z0:.4f}")
print("x, level eV, C eV, elevation eV, host weight, mass m_e:")
for xx in (0.01, 0.02, 0.05, 0.10):
    e, z = dressed(xx, g_infinite)
    s = xx*z*V**2
    ww = host_weight(e, s)
    print(f"{xx:.2f} {e:.4f} {np.sqrt(z)*V:.4f} {upper(0,e,s):.4f} "
          f"{ww:.4f} {host_mass/ww:.2f}")
print("details below are for x = 0.05 unless stated")
print(f"g(level) {g_infinite(eps):.4f} 1/eV; "
      f"g' {slope(g_infinite,eps):.4f} 1/eV^2; Z {Z:.4f}")
print(f"C^2 x {C2x:.5f} eV^2; elevation {E_plus:.4f} eV")
print(f"elevation in Hartree {E_plus*sc.e/sc.value('Hartree energy'):.5f}")
print(f"unexpanded pole {root:.4f} eV")
print(f"bare-parameter formula {upper(0,E_L,x*V**2):.4f} eV")
print(f"formula with x=0 parameters {upper(0,eps0,x*Z0*V**2):.4f} eV")
print(f"bare x=1 edge, upper bound {full_edge:.4f} eV")
print(f"chalcogen density {x*2/(a_nm*1e-7)**3:.3e} cm^-3")
print(f"random lattice: {N} sites, 10 samples per composition")
print("x, sampled centroid eV, formula eV, sampled weight, formula:")
for row in samples:
    print(f"{row[0]:.4f} {row[1]:.4f} {row[2]:.4f} {row[3]:.4f} {row[4]:.4f}")
print("x, sampled spectral rms width eV, mean highest state eV:")
for row in samples:
    print(f"{row[0]:.4f} {row[5]:.4f} {row[6]:.4f}")
print(f"x=0.1006 dispersion drop: sample {drop:.4f}, "
      f"formula {predicted_drop:.4f} eV")
print(f"x=0.1006 row spread: sample {spread_sampled:.4f}, "
      f"formula {spread_expected:.4f} eV")
print(f"deep level {deep_level:.1f} eV, x={34/N:.4f}: sample "
      f"{deep_sample:.4f}, pole {deep_prediction:.4f} eV")
print(f"disorder row spread {Gamma:.4f} eV; times Z {Z*Gamma:.4f} eV")
print(f"upper-branch width {branch_width:.4f} eV")
print(f"thermal energy at 300 K {sc.k*300/sc.e:.4f} eV")
print(f"rough spin-orbit splittings: impurity {so_impurity:.2f}, "
      f"host {so_host:.2f} eV")
print(f"impurity spin-orbit shift {Z*(1-w)*so_impurity/3:.4f} eV")
print(f"host spin-orbit shift bound {w*so_host:.4f} eV")
print(f"conduction coupling estimate {-x*V**2/(gap-E_plus):.4f} eV")
print(f"strain inputs: {deformation:.1f} eV, expansion {expansion:.2f} x")
print(f"strain shift scale {3*deformation*expansion*x:.4f} eV")
print(f"isolated-level shift for site energy -{U:.1f} eV: "
      f"{shifted_level(-U)-eps0:.4f} eV")
print(f"isolated-level shift for site energy +{U:.1f} eV: "
      f"{shifted_level(U)-eps0:.4f} eV")
print(f"hydrogenic radius: host {bohr_nm*permittivity/host_mass:.3f}, "
      f"alloy {bohr_nm*permittivity*w/host_mass:.3f} nm")
print(f"nearest anion distance {site_distance:.3f} nm")
print("all assertions hold")
```

It prints:

```
rough lattice constant 0.427 nm; host mass 0.60 m_e
rough gap 2.10 eV; relative permittivity 7.0
chosen bare level 0.20 eV; coupling V 0.80 eV
host hopping 0.3483 eV; host band width 5.572 eV
isolated dressed level 0.4293 eV; Z 0.9043
x, level eV, C eV, elevation eV, host weight, mass m_e:
0.01 0.4272 0.7610 0.4404 0.0290 20.69
0.02 0.4251 0.7613 0.4509 0.0539 11.12
0.05 0.4189 0.7621 0.4795 0.1122 5.35
0.10 0.4084 0.7635 0.5204 0.1771 3.39
details below are for x = 0.05 unless stated
g(level) 0.3600 1/eV; g' -0.1677 1/eV^2; Z 0.9075
C^2 x 0.02904 eV^2; elevation 0.4795 eV
elevation in Hartree 0.01762
unexpanded pole 0.4797 eV
bare-parameter formula 0.3049 eV
formula with x=0 parameters 0.4885 eV
bare x=1 edge, upper bound 0.9062 eV
chalcogen density 1.284e+21 cm^-3
random lattice: 686 sites, 10 samples per composition
x, sampled centroid eV, formula eV, sampled weight, formula:
0.0204 0.4483 0.4495 0.0560 0.0555
0.0496 0.4757 0.4776 0.1138 0.1125
0.1006 0.5189 0.5197 0.1806 0.1790
x, sampled spectral rms width eV, mean highest state eV:
0.0204 0.0141 0.4640
0.0496 0.0193 0.4896
0.1006 0.0293 0.5352
x=0.1006 dispersion drop: sample 0.0354, formula 0.0358 eV
x=0.1006 row spread: sample 0.0353, formula 0.0354 eV
deep level -2.0 eV, x=0.0496: sample 0.0182, pole 0.0182 eV
disorder row spread 0.0272 eV; times Z 0.0247 eV
upper-branch width 0.0557 eV
thermal energy at 300 K 0.0259 eV
rough spin-orbit splittings: impurity 0.40, host 0.13 eV
impurity spin-orbit shift 0.1074 eV
host spin-orbit shift bound 0.0146 eV
conduction coupling estimate -0.0197 eV
strain inputs: 2.0 eV, expansion 0.10 x
strain shift scale 0.0300 eV
isolated-level shift for site energy -0.5 eV: -0.0323 eV
isolated-level shift for site energy +0.5 eV: 0.0434 eV
hydrogenic radius: host 0.617, alloy 0.069 nm
nearest anion distance 0.370 nm
all assertions hold
```
